# Quenching of orbital angular momentum in nondegenerate and cubic E levels, part 3

We study how spin-orbit coupling acts on a quenched level ($\hbar=1$). A *level* is the space of all eigenfunctions with given energy, $S$ and $M_S$, before spin-orbit coupling. It is quenched if all matrix elements of $\mathbf L$ inside it vanish. For a real Hamiltonian without spin-orbit term or magnetic field, the theorem says that (A) an orbitally nondegenerate level is quenched, its state being real up to a phase, and (B) in cubic symmetry a level of symmetry $E$ is quenched.

The model is one electron in five $d$ orbitals, with $E$ at energy zero and $T_2$ at $\Delta>0$:

$$H = \Delta\,P + \zeta V,\qquad V = \mathbf l\cdot\mathbf s,$$

where $P$ projects on $T_2\otimes$ spin (six states), $1-P$ on $E\otimes$ spin (four states) and $\zeta>0$. $E$ is spanned by $\theta = (2z^2-x^2-y^2)/2\sqrt3$ and $\varepsilon = (x^2-y^2)/2$, $T_2$ by $yz,xz,xy$. The five are orthogonal, and one common factor normalizes them.

**Lemma 8.**

| | $L_x$ | $L_y$ | $L_z$ |
|---|---|---|---|
| $\theta$ | $-i\sqrt3\,yz$ | $i\sqrt3\,xz$ | $0$ |
| $\varepsilon$ | $-i\,yz$ | $-i\,xz$ | $2i\,xy$ |
| $yz$ | $i\sqrt3\,\theta+i\varepsilon$ | $i\,xy$ | $-i\,xz$ |
| $xz$ | $-i\,xy$ | $-i\sqrt3\,\theta+i\varepsilon$ | $i\,yz$ |
| $xy$ | $i\,xz$ | $-i\,yz$ | $-2i\,\varepsilon$ |

Inside $T_2$, $\mathbf L$ acts as $-\tilde{\mathbf l}$, with $\tilde{\mathbf l}$ the matrices of angular momentum one.

$U_R$ rotates orbital states by $R$. $C_{2x},C_{2y},C_{2z}$ are the half turns about the cube axes, and $C$ is the threefold rotation $x\to y\to z\to x$.

**Lemma 4.** The half turns act as $1$ on an invariant space of dimension one or two. The *type* of a state lists its signs under them: $(+++)$, $(+--)$, $(-+-)$ or $(--+)$. $C$ cycles the last three.

**Lemma 5.** $E\times E = A_1+A_2+E$; for a real basis $u,v$ of $E$, $uv'-vu'$ is $A_2$.

**Lemma 7.** The antisymmetric square is $A_2$ for an $E$ level and $T_1$ for a $T_1$ or $T_2$ level. In a $T$ level, $\langle a|L_k|b\rangle = -i\gamma\,\epsilon_{kab}$ with one real number $\gamma$, in a suitable real basis.

On the classes $E,8C_3,3C_2,6C_4,6C_2'$ the characters are $3,0,-1,1,-1$ for $T_1$ and $3,0,-1,-1,1$ for $T_2$.

**Proposition 9.** Let $a = \Delta-\zeta/2$, $b = \zeta\sqrt{3/2}$, $W = \sqrt{a^2+4b^2} = \sqrt{a^2+6\zeta^2}$.

(i) In first order in $\zeta$ the four $E$ states are neither split nor shifted, and the $T_2$ states shift by $-\zeta/2$ (four) and $+\zeta$ (two).

(ii) The exact levels of the model are $E_\pm = (a\pm W)/2$, four states each, and $\Delta+\zeta$, two states. To second order $E_- = -3\zeta^2/2\Delta$.

(iii) In the lower quartet, with $w = -E_-/W$, a weak field along $z$ selects the states derived from $\varepsilon\uparrow$, $\varepsilon\downarrow$, $\theta\uparrow$, $\theta\downarrow$, and

$$\varepsilon\uparrow:\quad\langle l_z\rangle = -\frac{4\zeta}{W}-\frac w3,\quad\langle s_z\rangle = \frac12-\frac w3;\qquad\theta\uparrow:\quad\langle l_z\rangle = w,\quad\langle s_z\rangle = \frac12-w .$$

To first order in $\zeta/\Delta$, the $\varepsilon$ pair has $\langle l_z\rangle = \mp4\zeta/\Delta$ and $g_z = g_e-8\zeta/\Delta$, and the $\theta$ pair has $\langle l_z\rangle = 0$ and $g_z = g_e$.

*Proof of (i).* An element of $V$ between $E$ states is $\sum_k\langle a|l_k|b\rangle\langle\sigma|s_k|\sigma'\rangle = 0$ by part (B). Inside $T_2$, $V$ acts as $-\tilde{\mathbf l}\cdot\mathbf s$. With $\tilde{\mathbf j} = \tilde{\mathbf l}+\mathbf s$, $\tilde{\mathbf l}\cdot\mathbf s = \tfrac12[\tilde j(\tilde j+1)-2-\tfrac34]$, which is $+\tfrac12$ for $\tilde j = \tfrac32$ and $-1$ for $\tilde j = \tfrac12$. So $PVP$ has eigenvalues $-\tfrac12$ (four times) and $+1$ (twice).

*Proof of (ii).* With $\mathbf s = \boldsymbol\sigma/2$ and $\sigma_j\sigma_k = \delta_{jk}+i\sum_m\epsilon_{jkm}\sigma_m$,

$$(\boldsymbol\sigma\cdot\mathbf l)^2 = \mathbf l^2+i\sum_m\sigma_m\sum_{jk}\epsilon_{jkm}l_jl_k = \mathbf l^2-\boldsymbol\sigma\cdot\mathbf l,$$

because $\sum_{jk}\epsilon_{jkm}l_jl_k = il_m$ is the commutation rule (for $m=z$ it reads $[l_x,l_y] = il_z$). Dividing by four and setting $\mathbf l^2 = 6$ gives $V^2 = \tfrac32-\tfrac12V$.

Let $e_1,\dots,e_4$ be orthonormal $E$ states. By (i), $Ve_i$ has no $E$ component, so it lies in $T_2\otimes$ spin. Moreover $\langle Ve_i|Ve_j\rangle = \langle e_i|\tfrac32-\tfrac12V|e_j\rangle = \tfrac32\delta_{ij}$, again by (i). The states $t_{(i)} = Ve_i/\sqrt{3/2}$ are thus orthonormal, and

$$Ve_i = \sqrt{\tfrac32}\,t_{(i)},\qquad Vt_{(i)} = \frac{(\tfrac32-\tfrac12V)e_i}{\sqrt{3/2}} = \sqrt{\tfrac32}\,e_i-\tfrac12t_{(i)} .$$

Each plane spanned by $e_i,t_{(i)}$ is mapped into itself by $V$ and by $P$, and on it

$$H\to\begin{pmatrix}0&b\\b&a\end{pmatrix}.$$

The secular equation $E^2-aE-b^2 = 0$ has the roots $E_\pm$, with $E_++E_- = a$, $E_+E_- = -b^2$, $E_+-E_- = W$. All four planes have the same matrix, so the $E$ quartet stays unsplit to all orders in $\zeta$ in this model. The two remaining states are orthogonal to all $e_i$ and $t_{(i)}$, so they lie in $T_2\otimes$ spin and are mapped among themselves by the Hermitian $V$. The $t_{(i)}$ use up the four eigenvalues $-\tfrac12$ of $PVP$, so $V=1$ on the rest, with energy $\Delta+\zeta$.

For $\zeta\ll\Delta$, $W = a+2b^2/a-2b^4/a^3+\dots$, so $E_- = -b^2/a+b^4/a^3-\dots$. With $x = \zeta/\Delta$ (a ratio from here on, not a coordinate) and $1/a = \Delta^{-1}(1+x/2+\dots)$,

$$E_- = -\frac{3\zeta^2}{2\Delta}\Big(1+\frac x2+O(x^2)\Big).$$

*Proof of (iii).* The lower eigenvector is $\psi = \cos\phi\,e-\sin\phi\,t$. The first row of the matrix gives $-b\sin\phi = E_-\cos\phi$, so $\tan\phi = -E_-/b>0$. Then

$$\sin^2\phi = \frac{E_-^2}{E_-^2+b^2} = \frac{E_-^2}{E_-(E_--E_+)} = -\frac{E_-}{W} = w,\qquad\cos^2\phi = 1 - w = \frac{E_+}{W},\qquad\sin\phi\cos\phi = \frac{\sqrt{-E_+E_-}}{W} = \frac bW .$$

A field $\mathcal B$ along $z$ adds $\mu_B\mathcal B\,M_z$ with $M_z = l_z+g_es_z$, $g_e>0$. To first order in $\mathcal B$, $M_z$ is diagonalized inside the quartet. The operator $\Omega = e^{-i\pi l_z/2}e^{-i\pi s_z/2}$ commutes with $M_z$, and with $V$ because $l_z+s_z$ does. It commutes with $P$: by Lemma 8, $l_z$ has eigenvalues $\pm2$ on the plane of $\varepsilon$ and $xy$, where $e^{-i\pi l_z/2} = -1$; it annihilates $\theta$, where the factor is $+1$; and it maps the plane of $yz,xz$ into itself. The states $\varepsilon\uparrow,\varepsilon\downarrow,\theta\uparrow,\theta\downarrow$ have the four different eigenvalues $-e^{-i\pi/4}$, $-e^{i\pi/4}$, $e^{-i\pi/4}$, $e^{i\pi/4}$ of $\Omega$, and $t\propto Ve$ inherits the eigenvalue of $e$. So $M_z$ has no elements between the four $\psi$.

With $s_x\!\uparrow = \tfrac12\!\downarrow$, $s_y\!\uparrow = \tfrac i2\!\downarrow$, $s_z\!\uparrow = \tfrac12\!\uparrow$ and Lemma 8,

$$V\,\varepsilon\!\uparrow\; = -\tfrac i2\,yz\!\downarrow+\tfrac12\,xz\!\downarrow+\,i\,xy\!\uparrow\; = i\,xy\!\uparrow+\tfrac12(xz-i\,yz)\!\downarrow,$$

$$V\,\theta\!\uparrow\; = -\tfrac{i\sqrt3}2\,yz\!\downarrow-\tfrac{\sqrt3}2\,xz\!\downarrow\; = -\tfrac{\sqrt3}2(xz+i\,yz)\!\downarrow .$$

The squared norms are $1+\tfrac12$ and $\tfrac34\cdot2$, both $\tfrac32$ as required. For an operator $O$ with real $\langle e|O|t\rangle$, $\langle O\rangle = \cos^2\phi\,O_{ee}-2\sin\phi\cos\phi\,O_{et}+\sin^2\phi\,O_{tt}$.

For $e = \varepsilon\uparrow$: $(l_z)_{ee} = 0$; $(l_z)_{et} = \langle\varepsilon|l_z|i\,xy\rangle/\sqrt{3/2} = i(-2i)/\sqrt{3/2} = 2/\sqrt{3/2}$; and $(l_z)_{tt} = [1\cdot0+\tfrac12(-1)]/\tfrac32 = -\tfrac13$, since $xy$ is real and $xz-i\,yz$ has $l_z=-1$. The cross term is $-2(b/W)\cdot2/\sqrt{3/2} = -4\zeta/W$. For the spin, $(s_z)_{ee} = \tfrac12$, $(s_z)_{et} = 0$ by orbital orthogonality, $(s_z)_{tt} = (\tfrac12-\tfrac14)/\tfrac32 = \tfrac16$, and $\tfrac12(1-w)+\tfrac16w = \tfrac12-\tfrac w3$.

For $e = \theta\uparrow$: $t$ has spin down, so the cross terms vanish, and $t$ is an eigenstate with $l_z = 1$, $s_z = -\tfrac12$. This gives $\langle l_z\rangle = w$ and $\langle s_z\rangle = \tfrac12(1-w)-\tfrac12w$.

The half turn about $x$ acting on orbit and spin together, $U_{C_{2x}}\sigma_x$, reverses the $y$ and $z$ components of both $\mathbf l$ and $\mathbf s$. It commutes with $H$, reverses $M_z$, and by Lemma 4 maps $\varepsilon\uparrow$ to $\varepsilon\downarrow$ and $\theta\uparrow$ to $\theta\downarrow$. The spin-down partners have the opposite moments, each pair splits by $g_z\mu_B\mathcal B$, and $g_z = 2\langle l_z\rangle+2g_e\langle s_z\rangle$ in the spin-up state. Finally $\zeta/W = x(1+x/2)+O(x^3)$ and $w = \tfrac32x^2+O(x^3)$, so

$$\varepsilon:\ \langle l_z\rangle = -4x-\tfrac52x^2,\quad g_z = g_e-8x-(5+g_e)x^2;\qquad\theta:\ \langle l_z\rangle = \tfrac32x^2,\quad g_z = g_e-3(g_e-1)x^2,$$

each up to $O(x^3)$. $\square$

**Remark (origin of the restored moment).** The term $-4\zeta/W$ is the interference between $\varepsilon$ and an admixed $i\,xy$. The factor $i$ makes the spin-up component complex, which is how the state escapes part (A). The moment is antiparallel to the spin, the direction that lowers $\zeta\,\mathbf l\cdot\mathbf s$ for $\zeta>0$. The $\theta$ pair has no first-order $z$ moment because $l_z\theta = 0$. The values refer to a field along a cube axis; another direction selects other combinations within the quartet.

**Remark (limits).** For $\zeta/\Delta\to0$ the moments vanish and $g_z\to g_e$, which is the theorem. For $\Delta\to0$, $a = -\zeta/2$ and $W = 5\zeta/2$, so $E_- = -3\zeta/2$ (four states) and $E_+ = \zeta$, which joins the doublet to give six states. These are the free-ion levels $j = \tfrac32$ and $\tfrac52$, for which $\tfrac12[j(j+1)-6-\tfrac34]$ is $-\tfrac32$ and $1$. Then $w = \tfrac35$, and the state derived from $\varepsilon\uparrow$ has $\langle l_z\rangle = -\tfrac85-\tfrac15 = -\tfrac95$ and $\langle s_z\rangle = \tfrac3{10}$, whose sum is $m_j = -\tfrac32$. In this model quenching is therefore a good description only for $\zeta\ll\Delta$.

**Remark (a hole).** For nine $d$ electrons with $E$ above $T_2$, the one-electron operator is $h = \Delta(1-P)+\zeta V$. Removing an electron from an eigenstate of $h$ leaves the energy of the full shell minus the eigenvalue, and the moment of the full shell, zero, minus that of the state; the repulsion within the spherical full shell adds a constant. The levels are those of $-h = -\Delta+\Delta P-\zeta V$, the same model with $\zeta\to-\zeta$, and the overall sign of the moments does not affect splittings. The $\varepsilon$ pair then has $g_z = g_e+8\zeta/\Delta$ to first order.

## Worked example: one d electron

Take the round model values $\Delta = 10000\ \text{cm}^{-1}$ and $\zeta = 200\ \text{cm}^{-1}$, so $x = 0.020$, with $g_e = 2.00232$ and $1\ \text{cm}^{-1} = 0.123984$ meV. The digits below describe the model and serve to compare orders of perturbation theory; they are not predictions for an ion.

In first order the $E$ quartet does not move. The $T_2$ states shift by $-200/2 = -100\ \text{cm}^{-1}$ (four) and $+200\ \text{cm}^{-1}$ (two), a splitting of $300\ \text{cm}^{-1}$, or $300\times0.123984 = 37.20$ meV.

The coupling is $b = 200\sqrt{1.5} = 244.95\ \text{cm}^{-1}$. The second-order shift of $E$ is $-1.5\times200^2/10000 = -6.000\ \text{cm}^{-1}$, or $-0.744$ meV. For the exact values, $a = 10000-100 = 9900\ \text{cm}^{-1}$ and $W = \sqrt{9900^2+6\times200^2} = 9912.114\ \text{cm}^{-1}$, so

$$E_- = \tfrac12(9900-9912.114) = -6.057\ \text{cm}^{-1} = -0.751\ \text{meV},\qquad E_+ = \tfrac12(9900+9912.114) = 9906.06\ \text{cm}^{-1},$$

and the doublet lies at $10200\ \text{cm}^{-1}$. The second-order shift falls short by $0.057\ \text{cm}^{-1}$, about 1% of the exact shift, in line with the factor $1+x/2$. Spin-orbit coupling moves the quenched level by about $6\ \text{cm}^{-1}$ without splitting it, and splits the unquenched one by about $300\ \text{cm}^{-1}$.

The weight of $T_2$ in the lower quartet is $w = 6.057/9912.114 = 0.00061$. For $\varepsilon\uparrow$,

$$\langle l_z\rangle = -\frac{800}{9912.114}-\frac{0.00061}{3} = -0.0807-0.0002 = -0.0809,$$

against the first-order value $-4\times0.020 = -0.0800$, which is smaller in size by about 1% of the exact value. The $g$ value is

$$g_z = 2(-0.0809)+2.00232\left(1-\tfrac23\times0.00061\right) = -0.1618+2.0015 = 1.8397,$$

against $2.00232-8\times0.020 = 1.8423$. The difference $0.0026$ is under 2% of the exact shift $g_e-g_z$, and its size is that of the second-order term $(5+g_e)x^2 = 0.0028$. For $\theta\uparrow$, $\langle l_z\rangle = w = 0.00061$ and

$$g_z = 2\times0.00061+2.00232\,(1-2\times0.00061) = 2.0011,$$

against $2.0023$ in first order. An admixture of weight $0.00061$ produces a moment of size $0.08$ in the $\varepsilon$ pair because the cross term is linear in the amplitude $\sqrt w$, while the $\theta$ pair feels only the weight itself.

## Worked example: two d electrons

Repulsion between electrons mixes configurations, and the theorem must still hold. Take two electrons in the $d$ orbitals with

$$H_0 = \Delta(P_1+P_2)+F^2\,\mathcal L_2(\cos\gamma_{12})+F^4\,\mathcal L_4(\cos\gamma_{12}),$$

where $\mathcal L_k$ are Legendre polynomials of the angle $\gamma_{12}$ between the electrons. They come from the multipole expansion of $1/r_{12}$ after the radial integrals $F^k$ are done. A product of two $d$ functions is an even polynomial of degree four, so only $k = 0,2,4$ contribute, and $k=0$ is a constant that is dropped. The Racah parameters are defined by $F^2 = 49B+7C$ and $F^4 = 63C/5$, with the round values $B = 700$, $C = 2800$ and $\Delta = 10000\ \text{cm}^{-1}$. This $H_0$ is real and has cubic symmetry. Spin triplets go with the 10 orbital pair functions that are antisymmetric under exchange and singlets with the 15 symmetric ones.

The types of Lemma 4 count the quenched states in advance. The type of a product is the product of the types; $\theta,\varepsilon$ are $(+++)$, and $yz,xz,xy$ carry the three other types. A pair function is $(+++)$ only if both orbitals have the same type. Among antisymmetric functions this leaves $\theta\varepsilon'-\varepsilon\theta'$ alone, the $A_2$ function of Lemma 5. Since $H_0$ conserves type, it is an exact eigenfunction, the term ${}^3A_2$. Among symmetric functions there are six: $\theta\theta'$, $\varepsilon\varepsilon'$, $\theta\varepsilon'+\varepsilon\theta'$ and the three $t_kt_k'$. The other nine functions of each kind come in sets of three related by $C$.

The matrix of $H_0$ was formed with the addition theorem $\mathcal L_k(\cos\gamma_{12}) = \frac{4\pi}{2k+1}\sum_qY_{kq}^*(1)Y_{kq}(2)$. The angular integrals were done by Gauss-Legendre quadrature in $\cos\vartheta$ with a uniform grid in the azimuth, of an order that is exact for these polynomials, and the $10\times10$ and $15\times15$ blocks were diagonalized numerically. In each level the matrices of $L_k = l_k^{(1)}+l_k^{(2)}$ follow from Lemma 8. The last column is the largest size of an eigenvalue of $L_k$ inside the level, which is $|\gamma|$ for a $T$ level. Energies are counted from the lowest triplet.

| spin | orbital degeneracy | energy (cm⁻¹) | largest $\lvert L_k\rvert$ |
|---|---|---|---|
| triplet | 1 | 0 | 0.000 |
| triplet | 3 | 10000 | 0.500 |
| triplet | 3 | 15661 | 0.863 |
| triplet | 3 | 24839 | 0.363 |
| singlet | 2 | 10920 | 0.000 |
| singlet | 1 | 18618 | 0.000 |
| singlet | 3 | 20676 | 0.193 |
| singlet | 3 | 24000 | 0.500 |
| singlet | 2 | 32180 | 0.000 |
| singlet | 3 | 32424 | 1.693 |
| singlet | 1 | 50382 | 0.000 |

The one triplet state and the $2+1+2+1 = 6$ singlet states of type $(+++)$ form the levels of degeneracy one and two, and all of them are quenched. The ${}^3A_2$ ground term is nondegenerate in the sense of part (A), although spin makes it a set of three states. The threefold levels keep a moment, with $|\gamma|$ from $0.193$ to $1.693$ for these parameters; Lemma 7 fixes the form $-i\gamma\epsilon_{kab}$ of their matrices but not the number $\gamma$. The character of $E\times T_2$ is $6,0,-2,0,0$, the sum of the rows $T_1$ and $T_2$. The products of two $T_2$ orbitals add a second $T_1$ among the triplets (Lemma 7) and a second $T_2$ among the singlets. So ${}^3T_2$ and ${}^1T_1$ occur once each, their states do not depend on $\Delta$, $B$, $C$, and they are the two levels with $|\gamma| = 0.500$. In the two ${}^3T_1$ and the two ${}^1T_2$ levels the Hamiltonian sets the mixing, and $\gamma$ changes with the parameters.

All numerical values are calculated from the stated model.
